# Space-Charge-Limited Leakage: Deriving and Bounding the Mott-Gurney Law: a numerical check

```python
"""Test of the trap-free, single-carrier, drift-only current law
    J = 9 eps mu V^2 / (8 L^3), with zero field at the injecting contact.
J: current density, eps: permittivity, mu: mobility, V: potential drop,
L: film thickness. Carriers are positive and move from x = 0 to x = L.
Reduced units set eps = mu = V = L = 1. In atomic units eps = eps_r/(4 pi).
The example uses eV, angstrom and seconds; its current is a particle flux.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def simulate_sheets(sheet_charge=0.005, dt=0.001, settle=4.0, end=10.0):
    """Move charged sheets at fixed voltage; inject when the contact field allows."""
    position = np.empty(0)  # oldest sheet first
    birth = np.empty(0)
    crossed = 0
    transit, charge, exit_field, quarter_field = [], [], [], []
    for step in range(int(round(end / dt))):
        time = step * dt
        contact_field = 1.0 - sheet_charge * np.sum(1.0 - position)
        while contact_field >= sheet_charge:
            position = np.append(position, 0.0)
            birth = np.append(birth, time)
            contact_field -= sheet_charge
        sheets_behind = np.arange(len(position))[::-1]
        field = contact_field + sheet_charge * (sheets_behind + 0.5)
        recording = time >= settle
        if recording:
            charge.append(sheet_charge * len(position))
            exit_field.append(contact_field + charge[-1])
            quarter_field.append(
                contact_field + sheet_charge * np.count_nonzero(position < 0.25))
        position = position + dt * field
        leaving = position >= 1.0
        if recording:
            crossed += np.count_nonzero(leaving)
            transit.extend(time + dt - birth[leaving])
        position, birth = position[~leaving], birth[~leaving]
    current = crossed * sheet_charge / (end - settle)
    return (current, np.mean(transit), np.mean(charge),
            np.mean(exit_field), np.mean(quarter_field))


# Finite sheets and time steps leave errors below about one percent.
simulated = simulate_sheets()
predicted = (9 / 8, 4 / 3, 3 / 2, 3 / 2, 3 / 4)
for measured, expected in zip(simulated, predicted):
    assert abs(measured / expected - 1) < 0.015, (measured, expected)

# The profile must give the applied voltage and a uniform drift current.
x, L, V, eps, mu = sp.symbols("x L V eps mu", positive=True)
profile = 3 * V / (2 * L) * sp.sqrt(x / L)
drift_current = mu * eps * sp.diff(profile, x) * profile
assert sp.simplify(drift_current - 9 * eps * mu * V**2 / (8 * L**3)) == 0
assert sp.simplify(sp.integrate(profile, (x, 0, L)) - V) == 0


def current_with_contact_field(contact_field):
    """Find the reduced current by integrating Poisson's equation numerically."""
    def voltage_error(current):
        solution = solve_ivp(
            lambda place, state: [current / state[0], state[0]],
            (0, 1), [contact_field, 0], rtol=1e-9, atol=1e-11)
        assert solution.success
        return solution.y[1, -1] - 1
    return brentq(voltage_error, 1e-6, 1.2)


contact_fields = (0.1, 0.5)
limited_ratios = []
for f in contact_fields:
    numerical = current_with_contact_field(f)
    formula = (9 - 12*f**2 + np.sqrt(81 - 216*f**2 + 192*f**3 - 48*f**4)) / 16
    assert abs(numerical / formula - 1) < 1e-6
    limited_ratios.append(numerical / (9 / 8))
assert 1 > limited_ratios[0] > limited_ratios[1] > 0

# Example inputs: energy drop in eV, length in angstrom, mobility/charge
# in angstrom^2/(eV s), and carrier density in angstrom^-3.
eps_r = 3.0
thickness = 10000.0
energy_drop = 50.0
mobility = 1.0e10
temperature = 300.0
contact_density = 1.0e-5

hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] / const.angstrom
atomic_time = const.physical_constants["atomic unit of time"][0]
coulomb = hartree * bohr  # e^2/(4 pi eps0), in eV angstrom
permittivity = eps_r / (4 * np.pi * coulomb)  # eps/e^2, in 1/(eV angstrom)
thermal_energy = const.k * temperature / const.e

# Evaluate in atomic units, then convert the particle flux.
length_au = thickness / bohr
drop_au = energy_drop / hartree
mobility_au = mobility * hartree * atomic_time / bohr**2
flux_au = 9 * eps_r * mobility_au * drop_au**2 / (32 * np.pi * length_au**3)
flux = flux_au / (bohr**2 * atomic_time)
current_cm2 = flux * const.e * 1e16

# Compare with a separate evaluation in SI units.
mobility_si = mobility * const.angstrom**2
length_si = thickness * const.angstrom
current_si = (9 * eps_r * const.epsilon_0 * mobility_si * energy_drop**2
              / (8 * length_si**3))
assert abs(current_cm2 / (current_si / 1e4) - 1) < 1e-7

transit_time = 4 * thickness**2 / (3 * mobility * energy_drop)
force_exit = 3 * energy_drop / (2 * thickness)
force_quarter = force_exit / 2
density_exit = 3 * permittivity * energy_drop / (4 * thickness**2)
density_quarter = 2 * density_exit
density_mean = 3 * permittivity * energy_drop / (2 * thickness**2)
assert abs(density_exit * mobility * force_exit / flux - 1) < 1e-7
assert abs(density_mean * thickness / flux / transit_time - 1) < 1e-7


def drift_diffusion(drop):
    """Return current/drift law and distance of the zero field from the contact.

    The scaled equation is dE/ds = E^2/2 - 2s. Integration runs from a
    collector with zero carrier density back to the specified contact density.
    """
    target = drop / thermal_energy
    density_target = (contact_density * thickness**2
                      / (permittivity * thermal_energy))

    def integrate_film(start):
        def derivative(distance, state):
            field = state[0]
            density = field**2 / 2 - 2 * (start - distance)
            return [-density, field]

        def contact(distance, state):
            density = state[0]**2 / 2 - 2 * (start - distance)
            return density * distance**2 - density_target

        def zero_field(distance, state):
            return state[0]

        contact.terminal = True
        contact.direction = 1
        solution = solve_ivp(
            derivative, (0, start + 3), [2 * np.sqrt(start), 0],
            method="LSODA", events=(contact, zero_field), rtol=1e-9, atol=1e-9)
        assert len(solution.t_events[0]) == 1
        assert len(solution.t_events[1]) == 1
        return (solution.t_events[0][0], solution.y_events[0][0][1],
                solution.t_events[1][0])

    guess = (0.75 * target) ** (2 / 3)
    start = brentq(lambda s: integrate_film(s)[1] - target,
                   0.9 * guess, 1.1 * guess, xtol=1e-7)
    scaled_length, scaled_drop, zero_place = integrate_film(start)
    assert abs(scaled_drop / target - 1) < 1e-5
    ratio = 2 * scaled_length**3 / (9 / 8 * scaled_drop**2)
    zero_distance = thickness * (scaled_length - zero_place) / scaled_length
    return ratio, zero_distance


drops = (10.0, energy_drop, 200.0)
diffusion_results = [drift_diffusion(drop) for drop in drops]
ratios = [result[0] for result in diffusion_results]
assert ratios[0] > ratios[1] > ratios[2] > 1
assert ratios[2] - 1 < 0.04
assert all(0 < result[1] < 0.1 * thickness for result in diffusion_results)

print("SHEET SIMULATION, reduced units (dimensionless)")
labels = ("current", "transit time", "stored charge",
          "field at collector", "field at L/4")
for label, measured, expected in zip(labels, simulated, predicted):
    print(f"{label}: simulation {measured:.4f}, formula {expected:.4f}")
print("NONZERO CONTACT FIELD")
for f, ratio in zip(contact_fields, limited_ratios):
    print(f"E(0)L/V = {f:.1f}: current/zero-field law = {ratio:.4f}")
print("EXAMPLE INPUTS")
print(f"relative permittivity = {eps_r:.1f}")
print(f"thickness = {thickness:.0f} angstrom")
print(f"potential-energy drop = {energy_drop:.0f} eV")
print(f"mobility/charge = {mobility:.1e} angstrom^2/(eV s)")
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy = {thermal_energy:.5f} eV")
print(f"contact density = {contact_density:.1e} angstrom^-3")
print("EXAMPLE RESULTS")
print(f"e^2/(4 pi eps0) = {coulomb:.5f} eV angstrom")
print(f"eps/e^2 = {permittivity:.6f} 1/(eV angstrom)")
print(f"particle flux = {flux:.4f} angstrom^-2 s^-1")
print(f"current density = {current_cm2:.4e} A/cm^2")
print(f"transit time = {transit_time:.4e} s")
print(f"force at L/4 = {force_quarter:.5f} eV/angstrom")
print(f"force at L = {force_exit:.5f} eV/angstrom")
print(f"density at L/4 = {density_quarter:.4e} angstrom^-3")
print(f"density at L = {density_exit:.4e} angstrom^-3")
print(f"mean density = {density_mean:.4e} angstrom^-3")
print("DRIFT WITH DIFFUSION")
for drop, (ratio, distance) in zip(drops, diffusion_results):
    print(f"drop {drop:.0f} eV: current/drift law = {ratio:.4f}")
    print(f"  zero field at {distance:.1f} angstrom from contact")
print("ALL CHECKS PASSED")
```

It prints:

```
SHEET SIMULATION, reduced units (dimensionless)
current: simulation 1.1233, formula 1.1250
transit time: simulation 1.3324, formula 1.3333
stored charge: simulation 1.4972, formula 1.5000
field at collector: simulation 1.4997, formula 1.5000
field at L/4: simulation 0.7501, formula 0.7500
NONZERO CONTACT FIELD
E(0)L/V = 0.1: current/zero-field law = 0.9872
E(0)L/V = 0.5: current/zero-field law = 0.7182
EXAMPLE INPUTS
relative permittivity = 3.0
thickness = 10000 angstrom
potential-energy drop = 50 eV
mobility/charge = 1.0e+10 angstrom^2/(eV s)
temperature = 300 K
thermal energy = 0.02585 eV
contact density = 1.0e-05 angstrom^-3
EXAMPLE RESULTS
e^2/(4 pi eps0) = 14.39965 eV angstrom
eps/e^2 = 0.016579 1/(eV angstrom)
particle flux = 0.4663 angstrom^-2 s^-1
current density = 7.4707e-04 A/cm^2
transit time = 2.6667e-04 s
force at L/4 = 0.00375 eV/angstrom
force at L = 0.00750 eV/angstrom
density at L/4 = 1.2434e-08 angstrom^-3
density at L = 6.2171e-09 angstrom^-3
mean density = 1.2434e-08 angstrom^-3
DRIFT WITH DIFFUSION
drop 10 eV: current/drift law = 1.1803
  zero field at 275.6 angstrom from contact
drop 50 eV: current/drift law = 1.0528
  zero field at 91.9 angstrom from contact
drop 200 eV: current/drift law = 1.0184
  zero field at 31.1 angstrom from contact
ALL CHECKS PASSED
```
